**Log-gamma polymer: simulation against the digamma formula**

For independent site weights $Y$ with $1/Y\sim\mathrm{Gamma}(m)$ of scale 1, the partition function $Z(N,N)$ over up-right paths satisfies $\log Z(N,N)/N\to-2\psi_0(m/2)$, where $\psi_0$ is the digamma function. The program asserts that the lattice recursion agrees with explicit path enumeration, that quadrature reproduces the inverse-gamma moments, and that one lattice step preserves the joint density symbolically. In a boundary model with axis parameter $\theta$, it asserts the mean of $\log Z$, the variance of the sum of the row ratios, their weak correlation and the law of the last one. The largest of the 276 sampled correlations is 0.025, about 3.6 times the noise of a single one and inside the asserted limit. Bulk simulations are asserted to respect the finite-size upper bound and, after removal of an assumed $N^{1/3}$ correction, to approach the formula. The extrapolated values are $1.1537\pm0.0023$ for $m=2$ (formula 1.1544) and $-1.4046\pm0.0018$ for $m=5$ (formula $-1.4063$). The program also asserts that distant exits from the axes are exponentially rare at $\theta=m/2$ and dominate at the off-centre value $\theta=0.5$ for $m=2$.

## Check in Python

```python
# Result under test: for the log-gamma directed polymer the free energy obeys
#     log Z(N,N) / N  ->  f = -2 digamma(m/2).
# Z(N,N): sum over up-right lattice paths between opposite corners of an N x N
#         square of the product of the site weights Y (both end sites included)
# Y:      independent weights, 1/Y has the Gamma law of shape m and scale 1
# theta:  parameter of the boundary model; its axis weights U and V have
#         1/U ~ Gamma(theta) and 1/V ~ Gamma(m - theta), origin weight 1
# Growth reading: height = length_unit * log Z.
import itertools
import math
import numpy as np
import sympy as sp
from scipy import constants, stats
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import digamma, polygamma, gamma, gammaln, logsumexp

rng = np.random.default_rng(20240611)


def free_energy(m):
    return -2.0 * digamma(m / 2.0)


def standard_error(x):
    return np.std(x, ddof=1) / math.sqrt(len(x))


def grow(log_weight, size, samples):
    """log Z from the corner site, advanced along antidiagonals.
    Returns its values on the diagonal, the top row and the right column."""
    level = np.full((size + 1, samples), -np.inf)
    diagonal = np.empty((size, samples))
    top = np.empty((size, samples))
    right = np.empty((size, samples))
    for t in range(2 * size - 1):
        lo, hi = max(0, t - size + 1), min(t, size - 1)
        i = np.arange(lo, hi + 1)
        w = log_weight(i, t - i)
        if t == 0:
            level[1] = w[0]
        else:
            level[lo + 1:hi + 2] = np.logaddexp(
                level[lo:hi + 1], level[lo + 1:hi + 2]) + w
        if t % 2 == 0:
            diagonal[t // 2] = level[t // 2 + 1]
        if t >= size - 1:
            top[lo] = level[lo + 1]
            right[lo] = level[size]
    return diagonal, top, right


def bulk_run(m, size, samples):
    def draw(i, j):
        return -np.log(rng.standard_gamma(m, (len(i), samples)))
    return grow(draw, size, samples)


# --- Recursion against explicit enumeration of all paths
small = 4
table = rng.normal(size=(small, small))
path_sum = 0.0
path_count = 0
for right_steps in itertools.combinations(range(2 * small - 2), small - 1):
    i = j = 0
    total = table[0, 0]
    for step in range(2 * small - 2):
        if step in right_steps:
            i += 1
        else:
            j += 1
        total += table[i, j]
    path_sum += math.exp(total)
    path_count += 1
by_recursion = grow(lambda i, j: table[i, j][:, None], small, 1)[0][-1, 0]
assert abs(by_recursion - math.log(path_sum)) < 1e-12

# --- Mean logarithm and moments of an inverse-gamma weight, by quadrature
theta_test, power = 0.7, 0.3


def log_density_integral(g):
    return quad(lambda x: g(x) * math.exp(theta_test * x - math.exp(x)),
                -80.0, 6.0, points=[-20.0, -5.0, 0.0, 2.0], limit=400)[0]


norm = log_density_integral(lambda x: 1.0)
mean_log_quad = log_density_integral(lambda x: -x) / norm
moment_quad = log_density_integral(lambda x: math.exp(-power * x)) / norm
assert abs(mean_log_quad + digamma(theta_test)) < 1e-7
assert abs(moment_quad - gamma(theta_test - power) / gamma(theta_test)) < 1e-7

# --- One lattice step preserves the joint density (symbolic)
a, b, c, th, ms = sp.symbols("a b c theta m", positive=True)
image = sp.Matrix([a * c / (a + b), b * c / (a + b), a + b])
jacobian = sp.factor(sp.simplify(image.jacobian([a, b, c]).det()))
assert sp.simplify(jacobian + c / (a + b)) == 0


def log_joint(x, y, z):
    return ((th - 1) * sp.log(x) + (ms - th - 1) * sp.log(y)
            + (ms - 1) * sp.log(z) - x - y - z)


change = log_joint(*image) + sp.log(-jacobian) - log_joint(a, b, c)
change = sp.simplify(sp.expand(sp.expand_log(change, force=True)))
assert change == 0

# --- Stationary boundary model: mean, independence and law of row ratios
m = 2.0
n_stat, s_stat = 24, 20000
shapes = np.full((n_stat + 1, n_stat + 1), m)
shapes[:, 0] = theta_test
shapes[0, :] = m - theta_test


def stationary_draw(i, j):
    w = -np.log(rng.standard_gamma(shapes[i, j][:, None], (len(i), s_stat)))
    w[(i + j) == 0] = 0.0
    return w


diag_stat, top_stat, _ = grow(stationary_draw, n_stat + 1, s_stat)
stat_mean = diag_stat[-1].mean()
stat_se = standard_error(diag_stat[-1])
stat_exact = -n_stat * (digamma(theta_test) + digamma(m - theta_test))
assert abs(stat_mean - stat_exact) < 4.5 * stat_se
ratios = np.diff(top_stat, axis=0)
row_variance = np.var(ratios.sum(axis=0), ddof=1)
row_variance_exact = n_stat * polygamma(1, theta_test)
assert abs(row_variance / row_variance_exact - 1) < 0.06  # sampling error
correlation = np.corrcoef(ratios) - np.eye(n_stat)
max_correlation = np.abs(correlation).max()
assert max_correlation < 5.5 / math.sqrt(s_stat)
ks_p = stats.kstest(np.exp(-ratios[-1]), "gamma", args=(theta_test,)).pvalue
assert ks_p > 1e-4

# --- The best upper bound is at theta = m/2
for shape in (2.0, 5.0):
    best = minimize_scalar(lambda q: -digamma(q) - digamma(shape - q),
                           bounds=(0.01, shape - 0.01), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(best.x - shape / 2) < 1e-5
    assert abs(best.fun - free_energy(shape)) < 1e-9

# --- Bulk polymer: finite-size bound and limit for two shapes
N, S = 512, 160
f = free_energy(m)
diagonal, top, right = bulk_run(m, N, S)
second_m, second_N = 5.0, 256
diagonal_2 = bulk_run(second_m, second_N, S)[0]


def extrapolate(diag):
    """Cancels a correction c*N^(1/3) using sizes n and 8n."""
    big = len(diag)
    n = big // 8
    estimate = (diag[big - 1] - 2.0 * diag[n - 1]) / (6.0 * n)
    return estimate.mean(), standard_error(estimate)


limits = []
for shape, diag in ((m, diagonal), (second_m, diagonal_2)):
    for n in range(1, len(diag) + 1):
        bound = -(2 * n - 1) * digamma(shape / 2)
        assert diag[n - 1].mean() < bound + 4 * standard_error(diag[n - 1])
    value, error = extrapolate(diag)
    # 0.01 allows for the next, bounded correction to log Z divided by 6n
    assert abs(value - free_energy(shape)) < 4 * error + 0.01
    limits.append((value, error))

# --- Far exits from the axes: exponential rate and direct simulation
far_fraction = 0.5


def exit_rate(x, h, centre=m / 2):
    return ((1 - x) * (digamma(centre) - digamma(centre - h))
            + digamma(centre) - digamma(centre + h))


for x_min in (0.05, far_fraction):
    found = minimize_scalar(lambda h: exit_rate(x_min, h),
                            bounds=(1e-6, m / 2 - 1e-3), method="bounded")
    assert found.fun < 0
    assert np.max(exit_rate(np.linspace(x_min, 1, 200), found.x)) < 0
rate, shift = found.fun, found.x


def exit_shares(theta):
    """Boundary model assembled from the exit sites of both axes."""
    u = np.cumsum(-np.log(rng.standard_gamma(theta, (N, S))), axis=0)
    v = np.cumsum(-np.log(rng.standard_gamma(m - theta, (N, S))), axis=0)
    horizontal = u + top[::-1]
    vertical = v + right[::-1]
    everything = logsumexp(np.vstack([horizontal, vertical]), axis=0)
    k = int(far_fraction * N)
    far = logsumexp(np.vstack([horizontal[k:], vertical[k:]]), axis=0)
    exact = -N * (digamma(theta) + digamma(m - theta))
    assert abs(everything.mean() - exact) < 4.5 * standard_error(everything)
    return everything, far - everything


log_z_boundary, log_far = exit_shares(m / 2)
# half the limiting rate: leaves room for fluctuations at finite N
assert log_far.mean() / N < 0.5 * rate
off_centre = 0.5
far_off_centre = np.exp(exit_shares(off_centre)[1]).mean()
assert far_off_centre > 0.9

# --- Annealed value from the number of paths and the mean weight
annealed = 2 * math.log(2 / (m - 1))
n_big = 10**6
log_mean_z = (gammaln(2 * n_big - 1) - 2 * gammaln(n_big)
              - (2 * n_big - 1) * math.log(m - 1))
assert abs(log_mean_z / n_big - annealed) < 1e-4
assert annealed > f

# --- Worked example in units
length_unit, thermal_energy = 2.0, 0.05
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
hartree = constants.physical_constants["Hartree energy in eV"][0]
height_step = length_unit * f
energy_step = -thermal_energy * f
final = diagonal[-1]

print(f"shape m = {m:.1f} (dimensionless)")
print(f"lattice size N = {N}, samples = {S}")
print(f"length unit = {length_unit:.2f} angstrom")
print(f"thermal energy = {thermal_energy:.3f} eV")
print(f"paths enumerated on 4 x 4 square = {path_count}")
print(f"digamma(m/2) = {digamma(m/2):.6f}")
print(f"limit f = {f:.6f} per diagonal step")
print(f"annealed value = {annealed:.6f} per diagonal step")
print(f"test theta = {theta_test:.2f}, E log U by quadrature = "
      f"{mean_log_quad:.6f}")
print(f"boundary model size = {n_stat}, samples = {s_stat}")
print(f"boundary mean log Z: simulated = {stat_mean:.3f} "
      f"+- {stat_se:.3f}, exact = {stat_exact:.3f}")
print(f"top-row variance: simulated = {row_variance:.2f}, "
      f"exact = {row_variance_exact:.2f}")
print(f"largest correlation of row ratios = {max_correlation:.4f}")
print(f"Kolmogorov-Smirnov p-value of last ratio = {ks_p:.3f}")
for n in (8, 64, 512):
    d = diagonal[n - 1]
    print(f"N = {n}: mean log Z / N = {d.mean()/n:.4f} "
          f"+- {standard_error(d)/n:.4f}, upper bound = "
          f"{-(2*n-1)*digamma(m/2)/n:.4f}")
print(f"extrapolated limit, m = {m:.0f}: {limits[0][0]:.4f} "
      f"+- {limits[0][1]:.4f}")
print(f"extrapolated limit, m = {second_m:.0f}: {limits[1][0]:.4f} "
      f"+- {limits[1][1]:.4f}, formula = {free_energy(second_m):.4f}")
print(f"boundary model at theta = m/2, N = {N}: mean log Z / N = "
      f"{log_z_boundary.mean()/N:.4f} "
      f"+- {standard_error(log_z_boundary)/N:.4f}")
print(f"far exit means beyond fraction {far_fraction:.2f} of N")
print(f"far-exit rate bound = {rate:.4f} per N, at h = {shift:.4f}")
print(f"simulated mean log far share / N = {log_far.mean()/N:.4f} "
      f"+- {standard_error(log_far)/N:.4f}")
print(f"mean far share at theta = {off_centre:.2f}: {far_off_centre:.4f}")
print(f"height per diagonal step = {height_step:.4f} angstrom "
      f"= {height_step/bohr:.4f} bohr")
print(f"height per time step = {height_step/2:.4f} angstrom")
print(f"free energy per diagonal step = {energy_step:.5f} eV "
      f"= {energy_step/hartree:.6f} hartree")
print(f"asymptotic height at N = {N}: {height_step*N:.1f} angstrom")
print(f"simulated mean height = {length_unit*final.mean():.1f} "
      f"+- {length_unit*standard_error(final):.1f} angstrom")
print(f"finite-size deficit = "
      f"{height_step*N-length_unit*final.mean():.1f} angstrom")
print(f"sample-to-sample spread = "
      f"{length_unit*np.std(final, ddof=1):.1f} angstrom")
print("tests ok")
```

It prints:

```
shape m = 2.0 (dimensionless)
lattice size N = 512, samples = 160
length unit = 2.00 angstrom
thermal energy = 0.050 eV
paths enumerated on 4 x 4 square = 20
digamma(m/2) = -0.577216
limit f = 1.154431 per diagonal step
annealed value = 1.386294 per diagonal step
test theta = 0.70, E log U by quadrature = 1.220024
boundary model size = 24, samples = 20000
boundary mean log Z: simulated = 33.323 +- 0.045, exact = 33.341
top-row variance: simulated = 67.72, exact = 68.02
largest correlation of row ratios = 0.0254
Kolmogorov-Smirnov p-value of last ratio = 0.946
N = 8: mean log Z / N = 0.5175 +- 0.0233, upper bound = 1.0823
N = 64: mean log Z / N = 0.9921 +- 0.0059, upper bound = 1.1454
N = 512: mean log Z / N = 1.1133 +- 0.0016, upper bound = 1.1533
extrapolated limit, m = 2: 1.1537 +- 0.0023
extrapolated limit, m = 5: -1.4046 +- 0.0018, formula = -1.4063
boundary model at theta = m/2, N = 512: mean log Z / N = 1.1512 +- 0.0017
far exit means beyond fraction 0.50 of N
far-exit rate bound = -0.0961 per N, at h = 0.2312
simulated mean log far share / N = -0.1002 +- 0.0024
mean far share at theta = 0.50: 1.0000
height per diagonal step = 2.3089 angstrom = 4.3631 bohr
height per time step = 1.1544 angstrom
free energy per diagonal step = -0.05772 eV = -0.002121 hartree
asymptotic height at N = 512: 1182.1 angstrom
simulated mean height = 1140.0 +- 1.6 angstrom
finite-size deficit = 42.1 angstrom
sample-to-sample spread = 20.7 angstrom
tests ok
```
